# Classical oscillator counting and the energy-resolved dissociation rate of precursors: a numerical check

```python
"""
Result under test: s classical harmonic oscillators with total energy E,
one of which must hold at least E0 to dissociate, give the rate
    k(E) = A (1 - E0/E)^(s-1) for E > E0, and zero below,
with A the frequency of the critical oscillator.
Symbols: W = number of quantum states at a given energy, kT = thermal energy,
Z = collision frequency, f = thermal population.
Model tests use atomic units; the example uses eV, s, K, Torr, angstrom.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.stats import gamma


def classical_rate(energy, threshold, modes, prefactor):
    energy = np.asarray(energy, dtype=float)
    safe = np.maximum(energy, threshold)
    rate = prefactor * (1 - threshold / safe) ** (modes - 1)
    return np.where(energy > threshold, rate, 0.0)


def count_states(quanta, top):
    """Number of harmonic states at each integer energy 0..top."""
    states = [1.0] + [0.0] * top
    for quantum in quanta:
        for i in range(quantum, top + 1):
            states[i] += states[i - quantum]
    return np.array(states)


# --- Probability by exact convolution of constant one-oscillator densities
x, e, e0 = sp.symbols("x e e0", positive=True)
density = sp.Integer(1)
for modes in range(2, 7):
    shifted = sp.expand(density.subs(x, x - e))
    favourable = sp.integrate(shifted, (e, e0, x))
    density = sp.expand(sp.integrate(shifted, (e, 0, x)))
    difference = favourable / density - (1 - e0 / x) ** (modes - 1)
    assert sp.simplify(difference) == 0

# --- Crossing rate from sampled trajectories of four uncoupled oscillators
rng = np.random.default_rng(7)
samples, modes, omega, total, threshold = 40000, 4, 0.7, 1.0, 0.4
points = rng.normal(size=(samples, 2 * modes))
points *= np.sqrt(2 * total / np.sum(points**2, axis=1))[:, None]
periods, steps = 3, 100
times = np.arange(periods * steps + 1) * 2 * np.pi / omega / steps
q_start, p_start = points[:, 0] / omega, points[:, 1]
path = (q_start[:, None] * np.cos(omega * times)
        + p_start[:, None] / omega * np.sin(omega * times))
q_critical = np.sqrt(2 * threshold) / omega
crossing = (path[:, :-1] < q_critical) & (path[:, 1:] >= q_critical)
flux_sampled = crossing.sum() / samples / times[-1]
flux_formula = float(classical_rate(total, threshold, modes,
                                    omega / (2 * np.pi)))
prob = flux_formula * 2 * np.pi / omega
# five standard errors plus a small allowance for missed grazing crossings
tolerance = 5 * np.sqrt((1 - prob) / prob / samples) + 0.003
assert abs(flux_sampled / flux_formula - 1) < tolerance
ever_short = crossing[:, :steps].any(axis=1).mean()
ever_long = crossing.any(axis=1).mean()
assert abs(ever_long - ever_short) < 0.002
assert abs(ever_long / prob - 1) < tolerance
del path, crossing

# --- Flux with changed frequencies at the dividing surface, three modes
well = np.array([0.7, 1.1, 1.6])
surface = np.array([0.8, 1.3])
total, threshold, step = 1.0, 0.35, 0.02


def midpoint_axis(limit, number):
    width = 2 * limit / number
    return -limit + width * (np.arange(number) + 0.5), width


axes = [midpoint_axis(np.sqrt(2 * (total + step)) / w, 100) for w in well]
grid = np.meshgrid(*[a[0] for a in axes], indexing="ij")
potential = sum(0.5 * w**2 * q**2 for w, q in zip(well, grid))
cell = np.prod([a[1] for a in axes])


def well_volume(energy):
    kinetic = np.maximum(energy - potential, 0)
    return np.sum(4 * np.pi / 3 * (2 * kinetic) ** 1.5) * cell


shell = (well_volume(total + step) - well_volume(total - step)) / (2 * step)
axes = [midpoint_axis(np.sqrt(2 * (total - threshold)) / w, 400)
        for w in surface]
grid = np.meshgrid(*[a[0] for a in axes], indexing="ij")
potential_s = sum(0.5 * w**2 * q**2 for w, q in zip(surface, grid))
surface_volume = (np.sum(2 * np.pi * np.maximum(
    total - threshold - potential_s, 0)) * axes[0][1] * axes[1][1])
general_prefactor = np.prod(well) / np.prod(surface) / (2 * np.pi)
general = float(classical_rate(total, threshold, 3, general_prefactor))
assert abs(surface_volume / shell / general - 1) < 2e-3

# --- Quantum count: explicit enumeration against the shifted state count
small, energy_units, need = (3, 2, 5), 30, 5
explicit = 0
for n in itertools.product(range(11), range(16), range(7)):
    if sum(a * b for a, b in zip(n, small)) == energy_units and n[0] >= need:
        explicit += 1
assert explicit == count_states(small, 30)[energy_units - need * small[0]]

# --- Many quanta: quantum ratio approaches the classical power
many = count_states((2, 3, 5, 7), 20000)
errors = [abs(many[int(0.6 * n)] / many[n] / 0.6**3 - 1)
          for n in (2000, 20000)]
assert errors[1] < 2e-3 and errors[0] > 5 * errors[1]

# --- Example: energies are integers in units of the grain
grain = 0.01                                   # eV
groups = [("C-H stretch", 9, 36), ("CH3 deformation", 9, 17),
          ("CH3 rock", 6, 8), ("metal-C stretch", 3, 6),
          ("skeletal bend", 3, 2), ("CH3 torsion", 3, 1)]
quanta = [q for _, number, q in groups for _ in range(number)]
s = len(quanta)
critical = 6
E0_units = 300
assert E0_units % critical == 0
E0 = E0_units * grain
h_eV = const.h / const.e
A = critical * grain / h_eV
zero_point = 0.5 * sum(quanta) * grain
top = 1500
W = count_states(quanta, top)
levels = np.arange(top + 1) * grain
k_quantum = np.zeros(top + 1)
k_quantum[E0_units:] = A * W[:top + 1 - E0_units] / W[E0_units:]

# --- Thermal averages
T = 1100.0
kT = const.k * T / const.e
arrhenius = A * np.exp(-E0 / kT)
E_fine = np.linspace(0, 20, 40001)
dE = E_fine[1] - E_fine[0]
f_classical = gamma.pdf(E_fine, s, scale=kT)
k_classical = classical_rate(E_fine, E0, s, A)
flow_classical = f_classical * k_classical * dE
assert abs(flow_classical.sum() / arrhenius - 1) < 1e-5
react_classical = np.sum(E_fine * flow_classical) / flow_classical.sum()
assert abs(react_classical - E0 - s * kT) < 1e-4
f_quantum = W * np.exp(-levels / kT)
f_quantum /= f_quantum.sum()
flow_quantum = f_quantum * k_quantum
assert abs(flow_quantum.sum() / arrhenius - 1) < 1e-5
mean_quantum = np.sum(levels * f_quantum)
react_quantum = np.sum(levels * flow_quantum) / flow_quantum.sum()
assert abs(react_quantum - E0 - mean_quantum) < 1e-4

# --- Finite pressure, strong collisions
pressure, diameter, reduced_mass = 1.0, 6.0, 20.0   # Torr, angstrom, u
number_density = pressure * const.torr / (const.k * T)
speed = np.sqrt(8 * const.k * T / (np.pi * reduced_mass * const.atomic_mass))
Z = number_density * np.pi * (diameter * const.angstrom) ** 2 * speed
fall_classical = np.sum(flow_classical * Z / (Z + k_classical)) / arrhenius
rate_pressure = np.sum(flow_quantum * Z / (Z + k_quantum))
fall_quantum = rate_pressure / arrhenius
loss = np.diag(Z + k_quantum) - Z * np.outer(f_quantum, np.ones(top + 1))
mean_lifetime = np.linalg.solve(loss, f_quantum).sum()
assert abs(mean_lifetime * rate_pressure - 1) < 2e-3

# --- Morse bond: numerical period against the analytic period
depth, eps = 1.0, 0.5
r = np.sqrt(eps / depth)
left, right = -np.log(1 + r), -np.log(1 - r)
nodes = 4000
angle = -np.pi / 2 + np.pi * (np.arange(nodes) + 0.5) / nodes
half = (right - left) / 2
q = (right + left) / 2 + half * np.sin(angle)
momentum = np.sqrt(2 * (eps - depth * (1 - np.exp(-q)) ** 2))
period = 2 * np.sum(half * np.cos(angle) / momentum) * np.pi / nodes
assert abs(period * np.sqrt(2 * depth) * np.sqrt(1 - eps / depth)
           / (2 * np.pi) - 1) < 1e-4

# --- Sizes of neglected effects at one energy
E_main = 5.0
i_main = round(E_main / grain)
morse = quad(lambda u: (1 - u / E0) ** -0.5 * (1 - u / E_main) ** (s - 2),
             0, E0)[0] * (s - 1) / E_main
shift = 10
shift_quantum = W[i_main - E0_units + shift] / W[i_main - E0_units]
shift_classical = float(classical_rate(E_main, E0 - shift * grain, s, A)
                        / classical_rate(E_main, E0, s, A))
softened = 5
soft_factor = np.prod(np.full(softened, 1 / 0.5))

print("INPUTS")
for name, number, quantum in groups:
    print(f"{name}: {number} modes, quantum {quantum * grain:.2f} eV")
print(f"modes s = {s}; threshold E0 = {E0:.2f} eV")
print(f"critical quantum = {critical * grain:.2f} eV; A = {A:.4e} 1/s")
print(f"zero-point energy = {zero_point:.3f} eV")
print(f"T = {T:.0f} K; kT = {kT:.5f} eV; pressure = {pressure:.1f} Torr")
print(f"collision diameter = {diameter:.1f} angstrom; "
      f"reduced mass = {reduced_mass:.0f} u")
print("CLASSICAL LAW, energies from ground level")
print(f"E = {E_main:.1f} eV: 1-E0/E = {1 - E0 / E_main:.3f}; "
      f"probability = {(1 - E0 / E_main) ** (s - 1):.3e}")
for modes in (6, 12, s):
    value = float(classical_rate(E_main, E0, modes, A))
    print(f"s = {modes}: k({E_main:.1f} eV) = {value:.3e} 1/s")
print("RATES in 1/s: ground-level classical, minimum classical, quantum")
for energy in (4.0, 5.0, 6.0, 8.0):
    low = float(classical_rate(energy, E0, s, A))
    high = float(classical_rate(energy + zero_point,
                                E0 + critical * grain / 2, s, A))
    exact_count = k_quantum[round(energy / grain)]
    assert low < exact_count < high
    s_eff = 1 + np.log(exact_count / A) / np.log(1 - E0 / energy)
    print(f"E = {energy:.1f} eV: {low:.3e}, {high:.3e}, "
          f"{exact_count:.3e}; effective s = {s_eff:.2f}")
print(f"quantum lifetime at {E_main:.1f} eV = "
      f"{1 / k_quantum[i_main]:.3e} s")
print("THERMAL RATE")
print(f"A exp(-E0/kT) = {arrhenius:.4e} 1/s; "
      f"lifetime = {1 / arrhenius:.3f} s")
print(f"mean energy: classical {s * kT:.3f} eV, "
      f"quantum {mean_quantum:.3f} eV")
print(f"mean energy of reacting molecules: classical "
      f"{react_classical:.3f} eV, quantum {react_quantum:.3f} eV")
print("NEGLECTED EFFECTS")
print(f"collision frequency Z = {Z:.3e} 1/s")
print(f"rate at pressure / high-pressure rate: classical "
      f"{fall_classical:.4f}, quantum {fall_quantum:.4f}")
print(f"{softened} surface frequencies halved: rate times {soft_factor:.0f}")
print(f"threshold lowered {shift * grain:.2f} eV at {E_main:.1f} eV: "
      f"classical x{shift_classical:.2f}, quantum x{shift_quantum:.2f}")
print(f"Morse bond, classical density at {E_main:.1f} eV: x{morse:.4f}")
print("TEST VALUES")
print(f"sampled / predicted crossing rate = "
      f"{flux_sampled / flux_formula:.4f}")
print(f"fraction ever crossing: 1 period {ever_short:.4f}, "
      f"{periods} periods {ever_long:.4f}, predicted {prob:.4f}")
print(f"quantum-classical relative difference: {errors[0]:.2e} at 2000 "
      f"units, {errors[1]:.2e} at 20000 units")
print("verified")
```

Running it gives:

```
INPUTS
C-H stretch: 9 modes, quantum 0.36 eV
CH3 deformation: 9 modes, quantum 0.17 eV
CH3 rock: 6 modes, quantum 0.08 eV
metal-C stretch: 3 modes, quantum 0.06 eV
skeletal bend: 3 modes, quantum 0.02 eV
CH3 torsion: 3 modes, quantum 0.01 eV
modes s = 33; threshold E0 = 3.00 eV
critical quantum = 0.06 eV; A = 1.4508e+13 1/s
zero-point energy = 2.760 eV
T = 1100 K; kT = 0.09479 eV; pressure = 1.0 Torr
collision diameter = 6.0 angstrom; reduced mass = 20 u
CLASSICAL LAW, energies from ground level
E = 5.0 eV: 1-E0/E = 0.400; probability = 1.845e-13
s = 6: k(5.0 eV) = 1.486e+11 1/s
s = 12: k(5.0 eV) = 6.085e+08 1/s
s = 33: k(5.0 eV) = 2.676e+00 1/s
RATES in 1/s: ground-level classical, minimum classical, quantum
E = 4.0 eV: 7.865e-07, 7.907e+04, 1.463e+03; effective s = 17.60
E = 5.0 eV: 2.676e+00, 1.912e+06, 2.956e+05; effective s = 20.33
E = 6.0 eV: 3.378e+03, 1.830e+07, 6.496e+06; effective s = 22.09
E = 8.0 eV: 4.263e+06, 3.676e+08, 2.458e+08; effective s = 24.37
quantum lifetime at 5.0 eV = 3.383e-06 s
THERMAL RATE
A exp(-E0/kT) = 2.6107e-01 1/s; lifetime = 3.830 s
mean energy: classical 3.128 eV, quantum 1.471 eV
mean energy of reacting molecules: classical 6.128 eV, quantum 4.471 eV
NEGLECTED EFFECTS
collision frequency Z = 1.071e+07 1/s
rate at pressure / high-pressure rate: classical 0.9937, quantum 0.9843
5 surface frequencies halved: rate times 32
threshold lowered 0.10 eV at 5.0 eV: classical x4.76, quantum x2.26
Morse bond, classical density at 5.0 eV: x1.0274
TEST VALUES
sampled / predicted crossing rate = 1.0020
fraction ever crossing: 1 period 0.2164, 3 periods 0.2164, predicted 0.2160
quantum-classical relative difference: 8.48e-03 at 2000 units, 8.50e-04 at 20000 units
verified
```
